# Linear and square-root regimes of sacrificial etching in a long channel: verification in Python

```python
"""
Removal of a sacrificial layer from a long channel open at one end.
Result under test: L/R0 + L^2/B = t, with B = 2*R0*Lc and Lc = D/k.
  L  etched length        t  time           D  etchant diffusivity
  k  first-order surface rate constant      R0 etch rate at bath concentration
  Lc length at which diffusion and surface resistances are equal
  beta = bath concentration / (etchant needed per volume of solid), small
Scaled quantities: lam = L/Lc, tau = t*R0/Lc, c = concentration/bath value.
inflow = fraction of the removed solid volume refilled by liquid from the bath.
Working units: micrometre, minute, mol/cm3.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---------- inputs (rough typical values) ----------
bath_conc = 2.5e-3            # mol/cm3
diffusivity_cgs = 2.0e-5      # cm2/s
free_rate = 1.5               # um/min
oxide_density, oxide_molar_mass = 2.2, 60.08      # g/cm3, g/mol
hf_per_solid = 6
height, width, channel_length = 2.0, 20.0, 3000.0  # um

diffusivity = diffusivity_cgs * 1e8 * 60           # um2/min
oxide_molar_density = oxide_density / oxide_molar_mass
beta = bath_conc / (hf_per_solid * oxide_molar_density)
surface_k = free_rate / beta                       # um/min
cross_length = diffusivity / surface_k
cross_time = cross_length / free_rate
parabolic = 2 * free_rate * cross_length


def law_time(length):
    return length / free_rate + length**2 / parabolic


def exponent(lam):
    return (1 + lam / 2) / (1 + lam)


# ---------- full moving-boundary diffusion problem ----------
def moving_front(ratio, inflow, lengths, nodes=40):
    """Front concentration and scaled time at the given scaled lengths."""
    step = 1.0 / nodes
    xi = np.arange(1, nodes + 1) * step

    def rhs(lam, state):
        c = np.concatenate(([1.0], state[:-1]))
        front = c[-1]
        end_slope = -lam * (front + (1 - inflow) * ratio * front**2)
        ext = np.append(c, c[-2] + 2 * step * end_slope)
        curvature = (ext[2:] - 2 * ext[1:-1] + ext[:-2]) / step**2
        slope = (ext[2:] - ext[:-2]) / (2 * step)
        change = (curvature / (ratio * lam**2 * front)
                  + (xi - inflow) * slope / lam)
        return np.append(change, 1 / front)

    start = 0.01     # short initial length, covered at the unhindered rate
    first = np.append(1 - start * xi, start)
    sol = solve_ivp(rhs, (start, lengths[-1]), first, method="Radau",
                    t_eval=lengths, rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[-2], sol.y[-1]


# Main law, its inverse and the local exponent, against the full problem
centres = np.array([0.1, 1.0, 3.0, 9.0, 300.0])
points = np.outer(centres, [0.98, 1.0, 1.02]).ravel()
front_c, taus = moving_front(1e-4, 0.0, points)
tau_grid = taus.reshape(-1, 3)
# tolerance: finite beta and the replaced starting length
assert np.allclose(np.sqrt(1 + 2 * taus) - 1, points, rtol=1e-3)
assert np.allclose(front_c, 1 / (1 + points), rtol=1e-3)
measured_exponent = np.log(1.02 / 0.98) / np.log(tau_grid[:, 2] / tau_grid[:, 0])
assert np.allclose(measured_exponent, exponent(centres), atol=2e-3)
# Late-time form: square root of time with a constant offset
late_offset = np.sqrt(2 * tau_grid[-1, 1]) - centres[-1]
assert abs(late_offset - 1) < 0.02
# Straight line of t/L against L
fit_slope, fit_intercept = np.polyfit(
    centres[:4], tau_grid[:4, 1] / centres[:4], 1)
assert abs(fit_slope - 0.5) < 2e-3 and abs(fit_intercept - 1) < 2e-3


# First-order correction to the front concentration for finite beta
def front_shift(lam, ratio, inflow):
    return -ratio / (1 + lam)**3 * (lam * (1 - inflow)
                                    + lam**3 / (3 * (1 + lam))
                                    - inflow * lam**2 / 2)


probe = np.array([1.0, 3.0, 8.0])
for inflow in (0.0, 0.5, 1.0):
    numeric, _ = moving_front(2e-3, inflow, probe)
    predicted = front_shift(probe, 2e-3, inflow)
    assert np.allclose(numeric - 1 / (1 + probe), predicted,
                       rtol=0.03, atol=1e-6)


# ---------- release time from the flux balance, any reaction order ----------
def balance_time(length, rate, order):
    def slowness(x):
        c = brentq(lambda s: diffusivity * beta * (1 - s) - x * rate * s**order,
                   0.0, 1.0, xtol=1e-14)
        return 1 / (rate * c**order)
    return quad(slowness, 0, length, epsrel=1e-8, limit=200)[0]


for length in (50.0, channel_length):
    assert np.isclose(balance_time(length, free_rate, 1), law_time(length),
                      rtol=1e-6)
short, far = 0.01 * cross_length, 300 * cross_length
gain_short = (balance_time(short, 2 * free_rate, 1)
              / balance_time(short, free_rate, 1))
gain_far = balance_time(far, 2 * free_rate, 1) / balance_time(far, free_rate, 1)
assert abs(gain_short - 0.5) < 0.01 and abs(gain_far - 1) < 0.01
very_far = 3e4 * cross_length
second_order_far = (balance_time(very_far, free_rate, 2)
                    / (very_far**2 / parabolic))
assert abs(second_order_far - 1) < 0.01


# ---------- walls that consume etchant ----------
def front_with_walls(length, m):
    return 1 / (np.cosh(m * length) + np.sinh(m * length) / (m * cross_length))


def front_by_grid(length, m, cells=200):
    step = length / cells
    matrix = (np.diag(np.full(cells, -2 - (m * step)**2))
              + np.diag(np.ones(cells - 1), 1) + np.diag(np.ones(cells - 1), -1))
    matrix[-1, -2] = 2
    matrix[-1, -1] -= 2 * step / cross_length
    source = np.zeros(cells)
    source[0] = -1
    return np.linalg.solve(matrix, source)[-1]


wall_rate_nm = 0.03                                 # nm/min, rough
silicon_molar_density = 2.33 / 28.09                # mol/cm3
wall_k = hf_per_solid * silicon_molar_density * wall_rate_nm * 1e-3 / bath_conc
perimeter_per_area = 2 * (width + height) / (width * height)
wall_m = np.sqrt(perimeter_per_area * wall_k / diffusivity)
for m in (wall_m, 5 * wall_m):
    assert np.isclose(front_by_grid(channel_length, m),
                      front_with_walls(channel_length, m), rtol=1e-3)
assert np.isclose(front_by_grid(cross_length, 0.0), 0.5, rtol=1e-6)

# ---------- sizes of neglected effects in the example ----------
total = law_time(channel_length)
lam_end = channel_length / cross_length
finite_beta = [moving_front(beta, f, np.array([lam_end]))[1][0] * cross_time
               for f in (0.0, 1.0)]
wall_time = quad(lambda x: 1 / (free_rate * front_with_walls(x, wall_m)),
                 0, channel_length)[0]
recession = wall_rate_nm * total
order_two_time = balance_time(channel_length, free_rate, 2)
stagnant = 50.0                                     # um, rough
stagnant_extra = quad(lambda x: (1 + (x + stagnant) / cross_length) / free_rate,
                      0, channel_length)[0] - total

acid_k, pair_k = 7e-4, 4.0                          # mol/L, L/mol, rough
total_f = bath_conc * 1e3


def fluoride_excess(hf):
    proton = np.sqrt(acid_k * hf * (1 + pair_k * hf))
    ion = acid_k * hf / proton
    return hf + ion + 2 * pair_k * hf * ion - total_f


free_hf = brentq(fluoride_excess, 1e-6, total_f)
end_speed = free_rate / (1 + lam_end)
product_diffusivity = diffusivity / 2               # rough
product_conc = (oxide_molar_density * end_speed * channel_length
                / product_diffusivity * 1e3)        # mol/L

cold, warm, ea_surface, ea_diffusion = 295.0, 305.0, 0.30, 0.18   # K, eV
inverse_gap = (1 / cold - 1 / warm) * constants.e / constants.k
surface_gain = np.exp(ea_surface * inverse_gap)
diffusion_gain = np.exp(ea_diffusion * inverse_gap)
warm_time = (channel_length / (free_rate * surface_gain)
             + channel_length**2 / (parabolic * diffusion_gain))


def percent(value):
    return 100 * (value / total - 1)


# ---------- output ----------
print(f"Bath HF concentration: {total_f:.2f} mol/L")
print(f"HF diffusivity: {diffusivity_cgs:.1e} cm2/s = {diffusivity:.3e} um2/min")
print(f"Unhindered etch rate R0: {free_rate:.2f} um/min")
print(f"Oxide density {oxide_density} g/cm3, molar mass {oxide_molar_mass} g/mol")
print(f"Oxide molar density: {oxide_molar_density*1e3:.2f} mol/L")
print(f"Channel height, width, length: {height}, {width}, {channel_length} um")
print(f"beta: {beta:.5f}")
print(f"Surface rate constant k: {surface_k:.1f} um/min")
print(f"Crossover length L*: {cross_length:.1f} um")
print(f"Time unit t*: {cross_time:.1f} min = {cross_time/60:.2f} h")
print(f"Parabolic constant B: {parabolic:.1f} um2/min")
print(f"Surface part of release time: {channel_length/free_rate/60:.2f} h")
print(f"Diffusion part: {channel_length**2/parabolic/60:.2f} h")
print(f"Release time: {total:.0f} min = {total/60:.2f} h")
print("L (um) | L/L* | front c/bath | speed (um/min) | time (h) | exponent")
for length in (50.0, 300.0, cross_length, channel_length, 9 * cross_length):
    lam = length / cross_length
    print(f"{length:.1f} | {lam:.3f} | {1/(1+lam):.4f} | "
          f"{free_rate/(1+lam):.4f} | {law_time(length)/60:.3f} | "
          f"{exponent(lam):.4f}")
print("Tests of the law (full moving-boundary solution, beta = 1e-4):")
for lam, tau, p in zip(centres, tau_grid[:, 1], measured_exponent):
    print(f"  L/L* {lam:.1f}: t/t* {tau:.4f}, law {lam+lam**2/2:.4f}, exponent {p:.4f}")
print(f"Line t/L against L, scaled: intercept {fit_intercept:.4f}, slope {fit_slope:.4f}")
print(f"Time factor on doubling k: {gain_short:.4f} at 0.01 L*, {gain_far:.4f} at 300 L*")
print(f"Second-order time / (L^2/B) at 30000 L*: {second_order_far:.4f}")
print("Neglected effects, change of release time:")
print(f"  finite beta, no inflow: {percent(finite_beta[0]):+.3f} %")
print(f"  finite beta, full inflow: {percent(finite_beta[1]):+.3f} %")
print(f"  stagnant layer {stagnant:.0f} um, upper bound: {100*stagnant_extra/total:+.2f} %")
print(f"  wall consumption, silicon rate {wall_rate_nm} nm/min: {percent(wall_time):+.2f} %")
print(f"  second-order kinetics, same R0: {percent(order_two_time):+.1f} %")
print(f"  bath at {warm:.0f} K instead of {cold:.0f} K: {percent(warm_time):+.1f} %")
print(f"Activation energies: surface {ea_surface:.2f} eV, diffusion {ea_diffusion:.2f} eV")
print(f"L* in the warmer bath: {cross_length*diffusion_gain/surface_gain:.1f} um")
print(f"Wall recession at mouth, per wall: {recession:.0f} nm")
print(f"Height increase at mouth: {100*2*recession*1e-3/height:.1f} %")
print(f"Acid constant {acid_k:.1e} mol/L, HF2- constant {pair_k:.1f} L/mol")
print(f"Fluoride not present as free HF: {100*(1-free_hf/total_f):.1f} %")
print(f"Product diffusivity: {product_diffusivity/6e9:.1e} cm2/s")
print(f"Product concentration at front, full length: {product_conc:.3f} mol/L")
print(f"Width / L* (non-uniformity across front): {width/cross_length:.4f}")
print(f"Diffusion time L^2/D at full length: {channel_length**2/diffusivity:.1f} min")
print("every check passed")
```

Running it gives:

```
Bath HF concentration: 2.50 mol/L
HF diffusivity: 2.0e-05 cm2/s = 1.200e+05 um2/min
Unhindered etch rate R0: 1.50 um/min
Oxide density 2.2 g/cm3, molar mass 60.08 g/mol
Oxide molar density: 36.62 mol/L
Channel height, width, length: 2.0, 20.0, 3000.0 um
beta: 0.01138
Surface rate constant k: 131.8 um/min
Crossover length L*: 910.3 um
Time unit t*: 606.9 min = 10.11 h
Parabolic constant B: 2730.9 um2/min
Surface part of release time: 33.33 h
Diffusion part: 54.93 h
Release time: 5296 min = 88.26 h
L (um) | L/L* | front c/bath | speed (um/min) | time (h) | exponent
50.0 | 0.055 | 0.9479 | 1.4219 | 0.571 | 0.9740
300.0 | 0.330 | 0.7521 | 1.1282 | 3.883 | 0.8761
910.3 | 1.000 | 0.5000 | 0.7500 | 15.172 | 0.7500
3000.0 | 3.296 | 0.2328 | 0.3492 | 88.260 | 0.6164
8192.7 | 9.000 | 0.1000 | 0.1500 | 500.667 | 0.5500
Tests of the law (full moving-boundary solution, beta = 1e-4):
  L/L* 0.1: t/t* 0.1050, law 0.1050, exponent 0.9541
  L/L* 1.0: t/t* 1.5000, law 1.5000, exponent 0.7500
  L/L* 3.0: t/t* 7.5002, law 7.5000, exponent 0.6250
  L/L* 9.0: t/t* 49.5016, law 49.5000, exponent 0.5500
  L/L* 300.0: t/t* 45301.5104, law 45300.0000, exponent 0.5017
Line t/L against L, scaled: intercept 0.9998, slope 0.5001
Time factor on doubling k: 0.5025 at 0.01 L*, 0.9967 at 300 L*
Second-order time / (L^2/B) at 30000 L*: 1.0077
Neglected effects, change of release time:
  finite beta, no inflow: +0.345 %
  finite beta, full inflow: -0.128 %
  stagnant layer 50 um, upper bound: +2.07 %
  wall consumption, silicon rate 0.03 nm/min: +5.78 %
  second-order kinetics, same R0: +31.2 %
  bath at 305 K instead of 295 K: -25.0 %
Activation energies: surface 0.30 eV, diffusion 0.18 eV
L* in the warmer bath: 779.8 um
Wall recession at mouth, per wall: 159 nm
Height increase at mouth: 15.9 %
Acid constant 7.0e-04 mol/L, HF2- constant 4.0 L/mol
Fluoride not present as free HF: 9.6 %
Product diffusivity: 1.0e-05 cm2/s
Product concentration at front, full length: 0.639 mol/L
Width / L* (non-uniformity across front): 0.0220
Diffusion time L^2/D at full length: 75.0 min
every check passed
```
